# Sharing Selenium among the Bridges of a GeSe4 Glass: a numerical check

```python
# Result under test: in a large, chemically ordered GeSe4 network the mean
# Ge-(Se)n-Ge bridge has n = 2; if all distinct arrangements of Se among
# bridges are equally likely, P(n) = 2**(-n), so half the bridges have n = 1.
# Symbols: M bridges, N selenium atoms, n selenium atoms in one bridge,
# x atomic fraction of Ge, g Ge-Ge bonds per Ge atom (zero if ordered),
# w statistical weight of a single-Se bridge relative to the random model.
import itertools
import math
import numpy as np
from scipy import constants
from scipy.special import gammaln

rng = np.random.default_rng(12345)


def random_network(n_ge, n_se, n_direct=0):
    """Pair bond ends at random with a given number of Ge-Ge bonds.
    Return the lengths of all Se-containing bridges, each listed twice
    (once from either end), and the environment counts of Se atoms."""
    to_ge = 4 * n_ge - 2 * n_direct
    order = rng.permutation(2 * n_se)
    partner = np.full(2 * n_se, -1, dtype=np.int64)
    left, right = order[to_ge::2], order[to_ge + 1::2]
    partner[left] = right
    partner[right] = left
    ge_neighbours = (partner.reshape(n_se, 2) < 0).sum(axis=1)
    environment = np.bincount(ge_neighbours, minlength=3) / n_se
    link = partner.tolist()
    lengths = []
    for start in order[:to_ge].tolist():
        length = 1
        end = start ^ 1                 # other bond end of the same Se atom
        while link[end] >= 0:
            end = link[end] ^ 1
            length += 1
        lengths.append(length)
    return np.array(lengths), environment


# --- Random pairing of bond ends, GeSe4 ---
n_ge_sim = 40000
lengths, environment = random_network(n_ge_sim, 4 * n_ge_sim)
sim_bridges = len(lengths) // 2
sim_mean = lengths.mean()
sim_p = [np.mean(lengths == n) for n in range(1, 7)]
ring_share = 1 - lengths.sum() / 2 / (4 * n_ge_sim)
assert sim_bridges == 2 * n_ge_sim
assert abs(sim_mean - 2) < 2e-3
assert ring_share < 1e-3
for n in range(1, 7):
    assert abs(sim_p[n - 1] - 0.5**n) < 0.007   # over 4 sampling deviations
assert np.allclose(environment, [0.25, 0.5, 0.25], atol=0.006)

# --- Exhaustive list of arrangements for a small network ---
M_small, N_small = 4, 8
arrangements = [a for a in itertools.product(range(1, 6), repeat=M_small)
                if sum(a) == N_small]
assert len(arrangements) == math.comb(N_small - 1, M_small - 1)
for n in range(1, 6):
    counted = sum(a[0] == n for a in arrangements) / len(arrangements)
    formula = (math.comb(N_small - n - 1, M_small - 2)
               / math.comb(N_small - 1, M_small - 1))
    assert abs(counted - formula) < 1e-12
small_p1 = sum(a[0] == 1 for a in arrangements) / len(arrangements)
assert abs(small_p1 - (M_small - 1) / (N_small - 1)) < 1e-12

# --- Different rule: surplus atoms thrown independently into bridges ---
weights = [1 / math.prod(math.factorial(n - 1) for n in a)
           for a in arrangements]
weighted_p1 = sum(wt for a, wt in zip(arrangements, weights)
                  if a[0] == 1) / sum(weights)
assert abs(weighted_p1 - (1 - 1 / M_small)**M_small) < 1e-12
M_throw = 200000
thrown = 1 + np.bincount(rng.integers(0, M_throw, M_throw),
                         minlength=M_throw)
throw_p1 = np.mean(thrown == 1)
assert abs(throw_p1 - math.exp(-1)) < 0.006
assert abs(thrown.mean() - 2) < 1e-12

# --- Other compositions, and selenium lost to Ge-free rings ---


def single_fraction(x):
    return 2 * x / (1 - x)


for se_per_ge in (3.0, 5.0):
    test_lengths, _ = random_network(20000, int(20000 * se_per_ge))
    x_test = 1 / (1 + se_per_ge)
    assert abs(np.mean(test_lengths == 1) - single_fraction(x_test)) < 0.01
    assert abs(test_lengths.mean() - (1 - x_test) / (2 * x_test)) < 2e-3
ring_trial = 0.05
ring_p1 = 1 / (2 * (1 - ring_trial))
ring_mean = 2 * (1 - ring_trial)
test_lengths, _ = random_network(40000, round(160000 * (1 - ring_trial)))
assert abs(np.mean(test_lengths == 1) - ring_p1) < 0.007
assert abs(test_lengths.mean() - ring_mean) < 2e-3

# --- Energetic preference for or against single-Se bridges ---
T_freeze = 440.0                                  # K, rough
kT = constants.k * T_freeze / constants.e         # eV


def offset_fraction(offset):
    root_w = math.exp(-offset / (2 * kT))
    return root_w / (1 + root_w)


def finite_ensemble_fraction(offset, M=200, N=400):
    w = math.exp(-offset / kT)
    one = np.ones(N + 1)
    one[0] = 0.0
    one[1] = w
    product = np.array([1.0])
    for _ in range(M - 1):
        product = np.convolve(product, one)[:N + 1]
    total = np.convolve(product, one)[N]
    return w * product[N - 1] / total


offset_trial = 0.02                               # eV, trial value
for offset in (-offset_trial, 0.0, offset_trial, 0.05):
    assert abs(finite_ensemble_fraction(offset)
               - offset_fraction(offset)) < 0.005  # finite-M error ~ 1/M

# --- Broken chemical order: 2 Ge-Se -> Ge-Ge + Se-Se at cost D ---


def direct_bonds_per_ge(D):
    K = math.exp(-D / kT)
    b = 1 + 2 * K
    return 4 * K / (b + math.sqrt(b * b + 4 * K * (1 - K)))


def most_probable_direct(D, G=100000):
    a = np.arange(0, 2 * G, dtype=float)          # number of Ge-Ge bonds
    mixed, sese = 4 * G - 2 * a, 2 * G + a
    log_weight = (-(a + sese) * math.log(2) - gammaln(a + 1)
                  - gammaln(mixed + 1) - gammaln(sese + 1) - a * D / kT)
    return a[np.argmax(log_weight)] / G


exchange_trial = 0.2                              # eV, trial value
for D in (0.0, 0.05, exchange_trial):
    assert abs(most_probable_direct(D) - direct_bonds_per_ge(D)) < 5e-5
g_trial = direct_bonds_per_ge(exchange_trial)
defect_p1 = (4 - 2 * g_trial)**2 / 32
for g_test in (0.2, 2 / 3):
    direct = round(g_test * 40000)
    test_lengths, _ = random_network(40000, 160000, direct)
    measured = np.sum(test_lengths == 1) / 2 / 80000
    assert abs(measured - (4 - 2 * g_test)**2 / 32) < 0.007

# --- Spread of the number of single-Se bridges at fixed composition ---
M_var, N_var, samples = 500, 1000, 4000
singles = np.empty(samples)
for s in range(samples):
    cuts = np.sort(rng.choice(N_var - 1, M_var - 1, replace=False)) + 1
    pieces = np.diff(np.concatenate(([0], cuts, [N_var])))
    singles[s] = np.sum(pieces == 1)
variance_ratio = singles.var() / M_var
assert abs(variance_ratio / 0.125 - 1) < 0.10     # sampling error ~ 2%

# --- Worked example: a small film cell ---
side, thickness = 20.0, 10.0                      # nm
density = 4.4                                    # g/cm3, rough
molar_mass = 72.63 + 4 * 78.97                    # g/mol of GeSe4
volume = side**2 * thickness                      # nm3
cell_ge = density * volume * 1e-21 / molar_mass * constants.N_A
cell_bridges = 2 * cell_ge
cell_singles = cell_bridges / 2
cell_spread = math.sqrt(cell_bridges / 8)
cell_p1 = (cell_bridges - 1) / (2 * cell_bridges - 1)
assert abs(cell_p1 - 0.5) < 1e-4
skin = 0.5                                        # nm, about a bridge length
skin_share = 1 - (side - 2 * skin)**2 * (thickness - 2 * skin) / volume

print("RANDOM NETWORK, GeSe4")
print(f"simulated Ge atoms: {n_ge_sim}")
print(f"simulated bridges: {sim_bridges}")
print(f"simulated mean Se per bridge: {sim_mean:.4f}")
for n in range(1, 7):
    print(f"P({n}): formula {0.5**n:.4f}, simulated {sim_p[n-1]:.4f}")
print(f"simulated share of Se in Ge-free rings: {ring_share:.1e}")
for k in (2, 1, 0):
    print(f"simulated share of Se with {k} Ge neighbours: "
          f"{environment[k]:.4f}")
print("COUNTING ARRANGEMENTS")
print(f"M = {M_small}, N = {N_small}: {len(arrangements)} arrangements, "
      f"P(1) = {small_p1:.4f}")
print(f"same M, N, independent throwing: P(1) = {weighted_p1:.4f}")
print(f"large M, independent throwing: simulated P(1) = {throw_p1:.4f}, "
      f"1/e = {math.exp(-1):.4f}")
print("FILM CELL")
print(f"side {side:.0f} nm, thickness {thickness:.0f} nm, "
      f"volume {volume:.0f} nm3")
print(f"density (rough): {density:.1f} g/cm3")
print(f"molar mass of GeSe4: {molar_mass:.2f} g/mol")
print(f"Ge atoms: {cell_ge:.0f}")
print(f"bridges: {cell_bridges:.0f}")
print(f"single-Se bridges: {cell_singles:.0f}")
print(f"standard deviation of that number: {cell_spread:.0f}")
print(f"simulated variance / M: {variance_ratio:.4f} (formula 0.1250)")
print(f"finite-size shift of P(1): {cell_p1 - 0.5:.1e}")
print("NEGLECTED EFFECTS")
print(f"freezing temperature (rough): {T_freeze:.0f} K, kT = {kT:.4f} eV")
for offset in (-offset_trial, offset_trial):
    print(f"bridge offset {offset:+.2f} eV: "
          f"P(1) = {offset_fraction(offset):.3f}")
print(f"bond-exchange cost {exchange_trial:.1f} eV: "
      f"Ge-Ge bonds per Ge = {g_trial:.4f}, P(1) = {defect_p1:.3f}")
print(f"Se share in rings {ring_trial:.2f}: mean = {ring_mean:.2f}, "
      f"P(1) = {ring_p1:.3f}")
for x in (0.19, 0.21):
    print(f"Ge fraction {x:.2f}: mean = {(1-x)/(2*x):.3f}, "
          f"P(1) = {single_fraction(x):.3f}")
print(f"cell volume within {skin:.1f} nm of surface: {skin_share:.3f}")
print("verified")
```

Running it gives:

```
RANDOM NETWORK, GeSe4
simulated Ge atoms: 40000
simulated bridges: 80000
simulated mean Se per bridge: 2.0000
P(1): formula 0.5000, simulated 0.4980
P(2): formula 0.2500, simulated 0.2526
P(3): formula 0.1250, simulated 0.1263
P(4): formula 0.0625, simulated 0.0611
P(5): formula 0.0312, simulated 0.0306
P(6): formula 0.0156, simulated 0.0156
simulated share of Se in Ge-free rings: 1.9e-05
simulated share of Se with 2 Ge neighbours: 0.2490
simulated share of Se with 1 Ge neighbours: 0.5020
simulated share of Se with 0 Ge neighbours: 0.2490
COUNTING ARRANGEMENTS
M = 4, N = 8: 35 arrangements, P(1) = 0.4286
same M, N, independent throwing: P(1) = 0.3164
large M, independent throwing: simulated P(1) = 0.3681, 1/e = 0.3679
FILM CELL
side 20 nm, thickness 10 nm, volume 4000 nm3
density (rough): 4.4 g/cm3
molar mass of GeSe4: 388.51 g/mol
Ge atoms: 27281
bridges: 54562
single-Se bridges: 27281
standard deviation of that number: 83
simulated variance / M: 0.1246 (formula 0.1250)
finite-size shift of P(1): -4.6e-06
NEGLECTED EFFECTS
freezing temperature (rough): 440 K, kT = 0.0379 eV
bridge offset -0.02 eV: P(1) = 0.566
bridge offset +0.02 eV: P(1) = 0.434
bond-exchange cost 0.2 eV: Ge-Ge bonds per Ge = 0.0101, P(1) = 0.495
Se share in rings 0.05: mean = 1.90, P(1) = 0.526
Ge fraction 0.19: mean = 2.132, P(1) = 0.469
Ge fraction 0.21: mean = 1.881, P(1) = 0.532
cell volume within 0.5 nm of surface: 0.188
verified
```
